# Steady surface composition and decay length of a sputtered alloy with diffusion: verification in Python

```python
# Result under test: steady sputtering of a binary alloy A-B with constant D gives
#   c(x) = c_b + (c_s - c_b) exp(-v x / D),
#   c_s = c_b Y_B / (c_b Y_B + (1 - c_b) Y_A), with c_s and v independent of D.
# c: atomic fraction of A; c_b: bulk value; c_s: surface value; x: depth (nm);
# v: recession speed (nm/s); D: interdiffusivity (nm^2/s); Y_A, Y_B: component
# yields; g_A, g_B: ion flux times yield over atomic density (nm/s).
# Example: A = Ag, B = Au, with rough round parameters.
import numpy as np
from scipy import constants
from scipy.integrate import solve_bvp, solve_ivp, quad


def surface_formula(c_bulk, g_a, g_b):
    return c_bulk * g_b / (c_bulk * g_b + (1 - c_bulk) * g_a)


def speed_formula(c_bulk, g_a, g_b):
    return g_a * g_b / (c_bulk * g_b + (1 - c_bulk) * g_a)


def steady_continuum(c_bulk, g_a, g_b, diffusivity):
    """Solve D c'' + v c' = 0 with the surface atom balance and unknown v."""
    v_guess = g_a * c_bulk + g_b * (1 - c_bulk)
    depth = 25 * diffusivity / v_guess
    mesh = np.linspace(0, depth, 200)
    guess = np.vstack([np.full(mesh.size, c_bulk), np.zeros(mesh.size)])

    def equations(x, y, p):
        return np.vstack([y[1], -p[0] * y[1] / diffusivity])

    def boundary(left, right, p):
        return np.array([
            diffusivity * left[1] + p[0] * left[0] - g_a * left[0],
            p[0] - g_a * left[0] - g_b * (1 - left[0]),
            right[0] - c_bulk])

    result = solve_bvp(equations, boundary, mesh, guess, p=[v_guess],
                       tol=1e-8, max_nodes=20000)
    assert result.success, result.message
    return result, depth


def layer_model(c_bulk, g_a, g_b, diffusivity, spacing, layers, times, seg=1.0):
    """Atomic layers; only the top one emits; vacated sites refill from below.
    seg is the equilibrium enrichment ratio of A in the top layer."""
    root = np.sqrt(seg)

    def rates(t, c):
        v = g_a * c[0] + g_b * (1 - c[0])
        below = np.append(c[1:], c_bulk)
        upward = v * below + diffusivity / spacing * (below - c)
        upward[0] = v * c[1] + diffusivity / spacing * (
            root * c[1] * (1 - c[0]) - c[0] * (1 - c[1]) / root)
        leaving = np.concatenate(([g_a * c[0]], upward[:-1]))
        return (upward - leaving) / spacing

    result = solve_ivp(rates, (0, times[-1]), np.full(layers, c_bulk),
                       method="BDF", t_eval=times, rtol=1e-7, atol=1e-9)
    assert result.success, result.message
    return result.y


def distributed_emission(c_bulk, g_a, g_b, diffusivity, escape):
    """Emission weight exp(-x/escape)/escape; unknowns: c, flux of A, solid speed.
    Returns c at x = 0 and the emission-weighted c."""
    v_guess = g_a * c_bulk + g_b * (1 - c_bulk)
    depth = 25 * max(diffusivity / v_guess, escape)
    mesh = np.concatenate(([0.0], np.geomspace(1e-3, depth, 300)))
    filled = 1 - np.exp(-mesh / escape)
    guess = np.vstack([np.full(mesh.size, c_bulk),
                       g_a * c_bulk * filled, v_guess * filled])

    def equations(x, y):
        c, flux, speed = y
        weight = np.exp(-x / escape) / escape
        return np.vstack([(flux - speed * c) / diffusivity,
                          g_a * c * weight,
                          (g_a * c + g_b * (1 - c)) * weight])

    def boundary(left, right):
        return np.array([left[1], left[2], right[0] - c_bulk])

    result = solve_bvp(equations, boundary, mesh, guess, tol=1e-7,
                       max_nodes=30000)
    assert result.success, result.message
    c_end = result.sol(depth)
    return result.sol(0.0)[0], c_end[1] / g_a


# Rough round inputs in the regime of Ag-Au under argon ions of about 2 keV
c_b, Y_A, Y_B = 0.5, 6.0, 4.0
current_density = 50.0          # uA/cm^2, singly charged ions
density = 59.0                  # atoms/nm^3
D = 2.0                         # nm^2/s, radiation enhanced
temperature = 450.0             # K
segregation_energy = 0.05       # eV, favours Ag in the top layer
damage_depth = 20.0             # nm, fall-off depth of enhanced diffusion
thermal_prefactor = 1e13        # nm^2/s
thermal_barrier = 1.8           # eV

ion_flux = current_density * 1e-6 / constants.e / 1e14   # ions/(nm^2 s)
g_A, g_B = ion_flux * Y_A / density, ion_flux * Y_B / density
c_s = surface_formula(c_b, g_A, g_B)
v = speed_formula(c_b, g_A, g_B)
L = D / v
spacing = density ** (-1 / 3)
kT = constants.k * temperature / constants.e

# Continuum boundary-value problem: several D, and an alloy where B leaves faster
surface_by_D = {}
for trial_c, trial_a, trial_b, trial_D in [
        (c_b, g_A, g_B, D / 10), (c_b, g_A, g_B, D), (c_b, g_A, g_B, 10 * D),
        (0.7, 0.1, 0.25, 1.3)]:
    solved, depth = steady_continuum(trial_c, trial_a, trial_b, trial_D)
    cs_trial = surface_formula(trial_c, trial_a, trial_b)
    v_trial = speed_formula(trial_c, trial_a, trial_b)
    x = np.linspace(0, depth, 500)
    expected = trial_c + (cs_trial - trial_c) * np.exp(-v_trial * x / trial_D)
    assert np.max(np.abs(solved.sol(x)[0] - expected)) < 1e-6
    assert abs(solved.p[0] - v_trial) < 1e-6
    missing = quad(lambda s: trial_c - solved.sol(s)[0], 0, depth, limit=200)[0]
    target = (trial_c - cs_trial) * trial_D / v_trial
    assert abs(missing - target) < 1e-4 * abs(target)
    if trial_a == g_A:
        surface_by_D[trial_D] = solved.sol(0.0)[0]

# Time-dependent atomic layers, started from the uniform alloy
times = np.array([10.0, 30.0, 100.0, 300.0, 6000.0])
layers = int(12 * L / spacing)
run = layer_model(c_b, g_A, g_B, D, spacing, layers, times)
run_slow = layer_model(c_b, g_A, g_B, D / 10, spacing, layers, times)
# tolerance covers the finite depth (about exp(-12)) and the time integrator
assert abs(run[0, -1] - c_s) < 2e-5
assert abs(run_slow[0, -1] - c_s) < 2e-5
assert abs(run[0, 0] - run_slow[0, 0]) > 0.01   # the transient does depend on D
last = int(3 * L / spacing)
drop = np.log((c_b - run[0, -1]) / (c_b - run[last, -1]))
layer_length = last * spacing / drop
assert abs(layer_length - spacing / np.log(1 + v * spacing / D)) < 0.01
assert abs(layer_length - (L + spacing / 2)) < 0.01

# Segregation: top layer keeps the atom-balance value, second layer does not
enrichment = np.exp(segregation_energy / kT)
run_seg = layer_model(c_b, g_A, g_B, D, spacing, layers, times, enrichment)
second_equilibrium = c_s / (c_s + enrichment * (1 - c_s))
assert abs(run_seg[0, -1] - c_s) < 5e-5
assert abs(run_seg[1, -1] - second_equilibrium) < 0.02
assert abs(run_seg[1, -1] - run[1, -1]) > 0.05

# Finite emission depth: only the emission-weighted composition is fixed
top, mean = distributed_emission(c_b, g_A, g_B, D, spacing)
top_slow, mean_slow = distributed_emission(c_b, g_A, g_B, D / 10, spacing)
assert abs(mean - c_s) < 1e-5 and abs(mean_slow - c_s) < 1e-5
assert abs(top_slow - top) > 0.003

# Diffusivity falling with depth: direct integration of the constant-flux law
fold_depth = damage_depth * np.log(1 + L / damage_depth)
graded = solve_ivp(
    lambda x, c: v * (c_b - c) / (D * np.exp(-x / damage_depth)),
    (0, fold_depth), [c_s], rtol=1e-10, atol=1e-12)
assert abs((graded.y[0, -1] - c_b) / (c_s - c_b) - np.exp(-1)) < 1e-7

thermal_D = thermal_prefactor * np.exp(-thermal_barrier / kT)
mean_yield = Y_A * c_s + Y_B * (1 - c_s)
assert abs(v - ion_flux * mean_yield / density) < 1e-12

print("INPUTS (rough round values, Ag-Au regime)")
print(f"bulk Ag fraction: {c_b:.2f}")
print(f"yields Ag, Au: {Y_A:.1f}, {Y_B:.1f} atoms/ion")
print(f"ion current density: {current_density:.0f} uA/cm^2")
print(f"atomic density: {density:.0f} nm^-3")
print(f"diffusivity D: {D:.1f} nm^2/s")
print(f"temperature: {temperature:.0f} K")
print("STEADY STATE")
print(f"ion flux: {ion_flux:.3f} nm^-2 s^-1")
print(f"g_Ag, g_Au: {g_A:.4f}, {g_B:.4f} nm/s")
print(f"surface Ag fraction: {c_s:.4f}")
print(f"mean yield: {mean_yield:.2f} atoms/ion")
print(f"recession speed v: {v:.4f} nm/s")
print(f"decay length D/v: {L:.2f} nm = {10 * L:.1f} angstrom")
for depth_nm in (5, 10, 20, 40):
    value = c_b + (c_s - c_b) * np.exp(-depth_nm / L)
    print(f"Ag fraction at {depth_nm} nm: {value:.4f}")
print(f"missing Ag: {density * (c_b - c_s) * L:.1f} atoms/nm^2")
print(f"transient scale D/v^2: {D / v**2:.1f} s")
print("SURFACE Ag FRACTION FROM BOUNDARY-VALUE PROBLEM")
for trial_D, value in surface_by_D.items():
    print(f"D = {trial_D:.1f} nm^2/s: {value:.6f}, D/v = {trial_D / v:.2f} nm")
print("TRANSIENT, ATOMIC LAYERS: top-layer Ag fraction")
for i, t in enumerate(times):
    print(f"t = {t:.0f} s: {run[0, i]:.4f} (D = {D:.1f} nm^2/s), "
          f"{run_slow[0, i]:.4f} (D = {D / 10:.1f} nm^2/s)")
print("NEGLECTED EFFECTS")
print(f"layer spacing and emission depth used: {spacing:.3f} nm")
print(f"decay length with discrete layers: {layer_length:.2f} nm")
print(f"finite emission depth, Ag fraction at x=0: {top:.4f}")
print(f"same with D = {D / 10:.1f} nm^2/s: {top_slow:.4f}")
print(f"emission-weighted Ag fraction, both D: {mean:.5f}, {mean_slow:.5f}")
print(f"segregation energy: {segregation_energy:.2f} eV")
print(f"segregation enrichment ratio: {enrichment:.2f}")
print(f"top-layer Ag fraction with segregation: {run_seg[0, -1]:.4f}")
print(f"second-layer Ag fraction with segregation: {run_seg[1, -1]:.4f}")
print(f"second-layer Ag fraction without it: {run[1, -1]:.4f}")
print(f"second layer at local equilibrium: {second_equilibrium:.4f}")
print(f"fall-off depth of enhanced D: {damage_depth:.0f} nm")
print(f"1/e depth with that fall-off: {fold_depth:.2f} nm")
print(f"thermal prefactor: {thermal_prefactor:.0e} nm^2/s")
print(f"thermal barrier: {thermal_barrier:.1f} eV")
print(f"thermal D alone: {thermal_D:.1e} nm^2/s")
print(f"retained Ar per metal atom, upper estimate: {1 / mean_yield:.2f}")
print("checks complete")
```

It prints:

```
INPUTS (rough round values, Ag-Au regime)
bulk Ag fraction: 0.50
yields Ag, Au: 6.0, 4.0 atoms/ion
ion current density: 50 uA/cm^2
atomic density: 59 nm^-3
diffusivity D: 2.0 nm^2/s
temperature: 450 K
STEADY STATE
ion flux: 3.121 nm^-2 s^-1
g_Ag, g_Au: 0.3174, 0.2116 nm/s
surface Ag fraction: 0.4000
mean yield: 4.80 atoms/ion
recession speed v: 0.2539 nm/s
decay length D/v: 7.88 nm = 78.8 angstrom
Ag fraction at 5 nm: 0.4470
Ag fraction at 10 nm: 0.4719
Ag fraction at 20 nm: 0.4921
Ag fraction at 40 nm: 0.4994
missing Ag: 46.5 atoms/nm^2
transient scale D/v^2: 31.0 s
SURFACE Ag FRACTION FROM BOUNDARY-VALUE PROBLEM
D = 0.2 nm^2/s: 0.400000, D/v = 0.79 nm
D = 2.0 nm^2/s: 0.400000, D/v = 7.88 nm
D = 20.0 nm^2/s: 0.400000, D/v = 78.77 nm
TRANSIENT, ATOMIC LAYERS: top-layer Ag fraction
t = 10 s: 0.4501 (D = 2.0 nm^2/s), 0.4109 (D = 0.2 nm^2/s)
t = 30 s: 0.4282 (D = 2.0 nm^2/s), 0.4011 (D = 0.2 nm^2/s)
t = 100 s: 0.4080 (D = 2.0 nm^2/s), 0.4000 (D = 0.2 nm^2/s)
t = 300 s: 0.4006 (D = 2.0 nm^2/s), 0.4000 (D = 0.2 nm^2/s)
t = 6000 s: 0.4000 (D = 2.0 nm^2/s), 0.4000 (D = 0.2 nm^2/s)
NEGLECTED EFFECTS
layer spacing and emission depth used: 0.257 nm
decay length with discrete layers: 8.00 nm
finite emission depth, Ag fraction at x=0: 0.3984
same with D = 0.2 nm^2/s: 0.3866
emission-weighted Ag fraction, both D: 0.40000, 0.40000
segregation energy: 0.05 eV
segregation enrichment ratio: 3.63
top-layer Ag fraction with segregation: 0.4000
second-layer Ag fraction with segregation: 0.1633
second-layer Ag fraction without it: 0.4032
second layer at local equilibrium: 0.1551
fall-off depth of enhanced D: 20 nm
1/e depth with that fall-off: 6.64 nm
thermal prefactor: 1e+13 nm^2/s
thermal barrier: 1.8 eV
thermal D alone: 6.9e-08 nm^2/s
retained Ar per metal atom, upper estimate: 0.21
checks complete
```
